# When a symmetric three-grain edge nucleates a phase without a barrier, part 2

A new phase nucleates on the straight edge where three flat grain boundaries meet at $120^\circ$. When does its barrier vanish? A nucleus of volume $V$ and outer area $A$ removes boundary area $A_b$, and

$$\Delta G=-gV+\gamma A-\gamma_b A_b .$$

Here $g$ is the bulk free energy gained per volume, $\gamma$ the isotropic energy per area of the interface between nucleus and matrix, and $\gamma_b$ that of each grain boundary. Strain and line energy are left out. The formulas hold in any consistent units.

The edge lies along $z$, with the origin at the middle of the nucleus. Unit vectors $\mathbf u_i$, perpendicular to the edge, bisect the grains, and $\mathbf n_{ij}=(\mathbf u_i-\mathbf u_j)/\sqrt3$ is the boundary normal pointing into grain $i$.

The lens has one spherical cap of radius $R$ in each grain. Caps meet in pairs at rims, each at angle $\theta$ to the boundary, with

$$k\equiv\cos\theta=\frac{\gamma_b}{2\gamma},\qquad \varepsilon=1-\frac{\gamma_b}{\sqrt3\,\gamma}.$$

Its volume is $vR^3$ and its surface cost $3\gamma vR^2$, where

$$v=2\pi-2\psi-2k\beta(3-k^2)+\frac{2k^2}{\sqrt3}\sqrt{1-\frac{4k^2}{3}},$$

$$\cos\beta=\frac{k}{\sqrt{3(1-k^2)}},\qquad \cos\psi=\frac{\frac12-k^2}{1-k^2}.$$

For small $\varepsilon$, $v\simeq(16\sqrt6/5)\,\varepsilon^{5/2}$, and the cross-section at height $z$ is an equilateral triangle of inradius $h=\varepsilon-z^2/2$, with lengths in units of the cap radius.

The lens barrier, reached at cap radius $r=2\gamma/g$, is $\Delta G^*=4v\gamma^3/g^2$. This is $f=3v/(4\pi)$ times the barrier inside a grain, $\Delta G^*_{\rm hom}=16\pi\gamma^3/(3g^2)$.

In general, the barrier is the lowest possible maximum of $\Delta G$ along a continuous path of shapes from nothing to $\Delta G<0$. For $\gamma_b\ge\sqrt3\gamma$ it is zero. To show this, take lenses built for a cheaper boundary, $\gamma_b'=\sqrt3\gamma(1-\varepsilon')$, with contact angle $\theta'$. They obey

$$\Delta G\le v(\varepsilon')R^2\,(3\gamma-gR).$$

Hold $R$ fixed above $3\gamma/g$ and let $\varepsilon'$ grow from zero, then hold $\varepsilon'$ and increase $R$. The energy is negative from the first moment.

Q: You start with a cap radius larger than the critical one. Is that not putting the answer in by hand?

A: The cap radius is the radius of curvature, not the size of the nucleus. The first nuclei on this path are about $2\sqrt3\,\varepsilon'R$ wide and $2\sqrt{2\varepsilon'}\,R$ long, as small as you like, but their faces are nearly flat. Curvature resists growth with the pressure $2\gamma/R$, which is below $2g/3$, so the driving energy $g$ pushes every patch outward. At the rims the boundary pulls outward with $\gamma_b$ against $2\gamma\cos\theta'=\gamma_b'$, and it wins as well. No part of the surface wants to retreat.

Q: Then why does the same trick not work below the threshold? Flat faces should help there too.

A: Because there the refund is too small for slim lenses. For $\varepsilon'<\varepsilon$ the lens is built for a boundary dearer than the real one, and the missing refund must be added:

$$\Delta G=v(\varepsilon')R^2(3\gamma-gR)+\sqrt3\,\gamma(\varepsilon-\varepsilon')A_b .$$

To leading order the triangle of inradius $hR$ removes three strips of width $2hR$. With $h=\varepsilon'-z^2/2$, where $z$ is in units of $R$,

$$A_b\simeq R^2\int 6h\,dz=6\varepsilon'\sqrt{2\varepsilon'}\cdot\frac43R^2=8\sqrt2\,\varepsilon'^{3/2}R^2 .$$

This outweighs $v\propto\varepsilon'^{5/2}$ when $\varepsilon'$ is small. The path begins uphill.

Q: That path, yes. Perhaps a cleverer shape avoids the hill. And the grain boundaries might bend to help.

A: Both possibilities can be excluded together. Surround the nucleus by a large cylinder and leave the boundaries unchanged where they meet it. Inside, the nucleus may have any shape and the boundaries may be displaced in any way, as long as the same three grains are present.

In each grain $i$ consider the constant field $\mathbf u_i$. Its divergence is zero, so its total flux out of the grain is zero. Let $F$ be the flux through the cylinder, summed over the three grains. Before nucleation the rest of the flux passes through the flat boundaries, of total area $A_0$. On a boundary the outward normal of grain $i$ is $-\mathbf n_{ij}$ and that of grain $j$ is $+\mathbf n_{ij}$. Therefore

$$F=(\mathbf u_i-\mathbf u_j)\cdot\mathbf n_{ij}\,A_0=\sqrt3\,A_0 .$$

The product is the same for all three boundaries. After nucleation $F$ is unchanged, since nothing has moved at the cylinder. Let the remaining boundary have area $A_1$ and local unit normal $\mathbf m$, pointing from grain $j$ into grain $i$. Let $\mathbf N$ point out of the nucleus. The same balance gives

$$F=\int_{A_1}(\mathbf u_i-\mathbf u_j)\cdot\mathbf m\,dA+\int_A\mathbf u_i\cdot\mathbf N\,dA\le\sqrt3\,A_1+A .$$

The bound holds because $|\mathbf u_i-\mathbf u_j|=\sqrt3$ and $|\mathbf u_i|=1$. With $A_b=A_0-A_1$ for the boundary area lost,

$$A\ge\sqrt3\,A_b .$$

No nucleus can remove more boundary than its own surface divided by $\sqrt3$.

Q: And this forces a positive barrier?

A: Yes, for $\gamma_b<\sqrt3\gamma$. The surface cost obeys

$$\gamma A-\gamma_bA_b\ge\left(\gamma-\frac{\gamma_b}{\sqrt3}\right)A=\gamma\varepsilon A .$$

Among bodies of volume $V$ the sphere has the least area, so

$$\Delta G\ge-gV+\gamma\varepsilon\,(36\pi)^{1/3}V^{2/3}.$$

The right side is the energy of a spherical nucleus with interface energy $\gamma\varepsilon$. It rises from zero, passes a maximum and then falls below zero. A path that ends with $\Delta G<0$ must end at a volume beyond that maximum, and being continuous it must cross it. The barrier is therefore at least $\varepsilon^3\Delta G^*_{\rm hom}$. The lens gives a path with maximum $f\,\Delta G^*_{\rm hom}$, so below the threshold

$$\varepsilon^3\le\frac{\text{barrier}}{\Delta G^*_{\rm hom}}\le f=\frac{3v}{4\pi}.$$

The two limits have different powers of $\varepsilon$, so they do not fix the value between them. They do fix where it vanishes: the barrier is positive for $\gamma_b<\sqrt3\gamma$ and zero for $\gamma_b\ge\sqrt3\gamma$.

Q: Is there a simple picture of the inequality?

A: Put a long triangular prism on the edge, with its corners on the boundaries and inradius $h$, now a length. Each side of the triangle has length $2\sqrt3h$, and each corner is $2h$ from the edge. Per length, the prism creates an interface of area $6\sqrt3h$ and removes boundary of area $6h$. The surface cost per length is

$$6h\,(\sqrt3\,\gamma-\gamma_b).$$

The flat faces have $\mathbf N=\mathbf u_i$, and the remaining boundaries stay in their original planes. Together these turn the flux bound into an equality, so along the length of the prism, leaving out its ends, $A=\sqrt3A_b$. A real nucleus has ends, and they cost extra.

Above the threshold the cost per length is negative. A long enough prism then pays for its ends even when $g=0$, and the new phase wets the edge without any driving energy. If the new phase is slightly unstable in bulk, with $g=-|g|$, a prism costs $3\sqrt3|g|h^2-6h(\gamma_b-\sqrt3\gamma)$ per length. This is lowest, and negative, at $h=(\gamma_b-\sqrt3\gamma)/(\sqrt3|g|)$. A thread of the phase can then lower the energy of a long edge although its bulk is not stable.

Q: And a flat boundary, away from any edge?

A: It holds out longer. Its nucleus consists of two caps with $V=2\pi r^3\int_k^1(1-y^2)\,dy=\frac{2\pi}{3}r^3(2-3k+k^3)$. Its areas are $A=4\pi r^2(1-k)$ and $A_b=\pi r^2(1-k^2)$, so

$$A-2kA_b=2\pi r^2(2-3k+k^3)=\frac{3V}{r}.$$

The surface cost is again $3\gamma V/r$, and the barrier is reduced by $(2-3k+k^3)/2$. This factor vanishes at $k=1$, that is, at $\gamma_b=2\gamma$. For $\sqrt3\gamma\le\gamma_b<2\gamma$ the edge has no barrier while this boundary nucleus still has one.

Q: Give me numbers for something real.

A: Titanium disilicide on a contact can form first in the C49 structure and change on annealing to C54, which conducts better. Grain edges of the C49 film are natural sites for C54 to nucleate. I take round parameters for illustration, with $\gamma_b$ deliberately chosen close to the threshold: $\gamma=1.5$ eV/nm², $\gamma_b=2.4$ eV/nm², $g=0.5$ eV/nm³, $T=1000$ K and a film 50 nm thick.

The threshold is $\sqrt3\times1.5=2.598$ eV/nm², or 0.02598 eV/Å². The chosen boundary lies below it by

$$\varepsilon=1-\frac{2.4}{2.598}=0.076 .$$

The critical radius is $2\times1.5/0.5=6.0$ nm. With $k=2.4/3.0=0.80$ the volume formula gives $v=0.01176$, and the barriers are

$$\Delta G^*_{\rm hom}=\frac{16\pi\times1.5^3}{3\times0.5^2}=226\ \text{eV},\qquad
\Delta G^*=\frac{4\times0.01176\times1.5^3}{0.5^2}=0.63\ \text{eV}.$$

On a flat boundary the factor is 0.056 and the barrier 12.7 eV. With $k_BT=0.086$ eV the edge value is 7.4 $k_BT$. The leading $\varepsilon^{5/2}$ law would give 0.68 eV, about 7% above the full lens formula. The general lower bound is $\varepsilon^3\times226\approx0.10$ eV.

Q: How sharply does the lens barrier fall if only the boundary energy changes?

A: With $\gamma$ and $g$ fixed, the same formula gives:

| $\gamma_b$ (eV/nm²) | edge barrier (eV) |
|---|---|
| 0 | 226 |
| 1.00 | 83 |
| 2.00 | 9.0 |
| 2.40 | 0.63 |
| 2.50 | 0.11 |
| 2.59 | 0.0002 |

Most of the barrier is gone well before the threshold, and the small remainder vanishes with the power $5/2$.

Q: A barrier of 0.63 eV left over from 226 eV makes me suspicious. How much of it survives an error in $\gamma$?

A: Little. With $\gamma_b$ and $g$ fixed, lowering $\gamma$ by 5% gives 0.045 eV, and raising it by 5% gives 2.2 eV. Such a change shifts $\varepsilon$ by about 0.05, which is comparable with $\varepsilon$ itself. A real C54 interface is not isotropic, and the three boundaries of a real edge need not be equal. The uniform shift of $\gamma$ is only a measure of sensitivity, not a calculation for an anisotropic crystal.

Q: And the lines you left out?

A: The lens creates three rims and removes a piece of the old edge. One rim is an arc of length $2r\beta\sqrt{1-k^2}=4.98$ nm. The removed edge has length $2r\sqrt{1-4k^2/3}=4.60$ nm. Give all these lines the same rough energy of 0.05 eV/nm and keep the lens shape fixed. The energy then changes by

$$0.05\times(3\times4.98-4.60)=0.52\ \text{eV},$$

nearly as much as the barrier. Closer to the threshold it is worse. The line lengths scale as $\sqrt\varepsilon$ and the barrier as $\varepsilon^{5/2}$, so their ratio grows as $\varepsilon^{-2}$. With a positive line energy of this kind, the first lenses on the barrierless path cost energy again, since a length outweighs areas and volumes at small size. The zero barrier belongs to the model without line energy.

Q: Does misfit strain move the threshold too?

A: Not if its energy is proportional to the volume. It then only lowers $g$, and the threshold does not contain $g$, as long as $g$ stays positive. For an equal linear misfit $e$ in all directions, and the same isotropic elastic constants in both phases, this is the case in a large body. Let $K$ be the bulk modulus, $\mu$ the shear modulus and $\nu$ Poisson's ratio. Write the displacement as the gradient of a potential $\phi$, so that its divergence $\nabla^2\phi$ is the total volume strain. The elastic force per volume is then $(K+\frac43\mu)\nabla(\nabla^2\phi)$, and the misfit adds $-3Ke\,\nabla\chi$, where $\chi$ is 1 inside the nucleus and 0 outside. The two cancel everywhere if $(K+\frac43\mu)\nabla^2\phi=3Ke\,\chi$. The total volume strain is therefore uniform inside the nucleus, with the value

$$\frac{3Ke}{K+\frac43\mu}=\frac{1+\nu}{1-\nu}\,e .$$

The misfit alone would be $3e$, so the sum of the three normal stresses inside is

$$3K\left(\frac{1+\nu}{1-\nu}-3\right)e=-6K\,\frac{1-2\nu}{1-\nu}\,e .$$

In equilibrium the stress does no net work on the total strain, so the energy per volume is $-e/2$ times this sum. With $K=2\mu(1+\nu)/[3(1-2\nu)]$,

$$w=3K\,\frac{1-2\nu}{1-\nu}\,e^2=2\mu\,\frac{1+\nu}{1-\nu}\,e^2 ,$$

whatever the shape. For the assumed $\mu=100$ GPa, $\nu=0.25$ and $e=0.5\%$, $w=0.052$ eV/nm³. The edge barrier rises to $0.63\times(0.5/0.448)^2=0.79$ eV. This modest change depends on the small, equal misfit assumed. The change from C49 to C54 links two orthorhombic cells, so its misfit need not be equal in all directions, and then $w$ depends on shape. If the same volume misfit lay along one axis, $w$ would range from nearly zero for a thin plate normal to that axis to about 0.19 eV/nm³ for a long needle along it. Reported C49 cell parameters also differ, and the mean linear misfit they imply runs from a few tenths of a percent to nearly 2%. Since $w$ grows as $e^2$, it reaches $g=0.5$ eV/nm³ at $e\approx1.55\%$. Beyond that, a fully strained nucleus gains nothing by growing in bulk, and the barriers given here no longer apply unless the stress is relieved.

Q: Is a nucleus this slim still a piece of bulk crystal?

A: Barely. At its middle the inradius is $r\varepsilon=0.46$ nm, and it reaches 0.83 nm along each boundary. Its volume is $vr^3=2.5$ nm³. At roughly 0.042 nm³ per TiSi₂, that is about 60 formula units. A continuum interface energy is doubtful at this size. The film thickness is a weaker concern: the nucleus takes up 9% of an edge that crosses the film. The points where the edge meets the film's surface or the substrate are different sites, and the model says nothing about them.

Q: Then what may I conclude about a real silicide contact?

A: The ordering is much firmer than the number. For these parameters, and without line energy or strain, the lens on an edge costs about one twentieth of the nucleus on a flat boundary, 0.63 against 12.7 eV. If a line is so narrow that few C49 grains meet three at a time, this model has few easy sites to offer. The edge is easy only because $\gamma_b$ was chosen near the threshold: for $\gamma_b=\gamma$ the same formulas give 36 eV on the edge against 71 eV on a flat boundary, and neither site is easy. All these barriers are works of formation and leave out the activation energy for moving atoms across the interface. That agrees with the known difficulty of completing the change to C54 in narrow lines, though it does not prove the cause. The parameters are not measured values for a particular film. Equal, isotropic interfaces are an assumption that a real film does not satisfy, and a 5% change in $\gamma$ already moves the edge barrier between 0.045 and 2.2 eV. The model cannot say whether a given C49 edge is truly barrierless. It says which comparison decides the matter when line energy is negligible, $\gamma$ is isotropic and the three boundaries are equal: $\gamma_b$ against $\sqrt3\gamma$. For unequal boundaries the mean energy cannot be put in place of $\gamma_b$. With $\gamma=1.5$ eV/nm², boundaries of 2.4, 2.4 and 2.9 eV/nm² meeting at their balance angles have a mean of 2.57 eV/nm², below the threshold, yet a triangular prism on their edge already has a negative cost per length.
